# Smallest circular debond that buckles a compressed alumina scale

An alumina scale of thickness \(h=2\) µm lies on a thick alloy under equibiaxial compression of magnitude \(\sigma=4\) GPa. It has Young modulus \(E=380\) GPa and Poisson ratio \(\nu=0.25\). Over a disc of radius \(a\) it has lost all adhesion but still lies flat. In parts (a) to (d) the scale is a thin, uniform, isotropic elastic plate, clamped at the rim of the disc to a rigid substrate, with equal gas pressure on its two faces.

The equations are classical and contain neither \(\hbar\) nor the electron charge, so they read the same in atomic units. Numbers are in micrometres and gigapascals.

## Part (a)

**Question.** Find the energy of a small deflection \(w\) of the debonded disc to second order, and the equation satisfied at the onset of buckling.

**Answer.** In the flat state the interface carries no traction, so removing adhesion changes nothing. The debonded disc keeps the compressive force per unit length \(N=\sigma h\).

Let \(z\) be the height above the middle plane. Bending produces the strains \(\varepsilon_{xx}=-zw_{xx}\), \(\varepsilon_{yy}=-zw_{yy}\) and \(\varepsilon_{xy}=-zw_{xy}\), where subscripts on \(w\) denote derivatives. The plane-stress energy density is

\[
\frac{E}{2(1-\nu^2)}\left[(\varepsilon_{xx}+\varepsilon_{yy})^2-2(1-\nu)(\varepsilon_{xx}\varepsilon_{yy}-\varepsilon_{xy}^2)\right].
\]

Since \(\int_{-h/2}^{h/2}z^2dz=h^3/12\), integration through the thickness gives

\[
U_b=\frac D2\int\left[(\nabla^2w)^2-2(1-\nu)(w_{xx}w_{yy}-w_{xy}^2)\right]dA,
\qquad D=\frac{Eh^3}{12(1-\nu^2)} .
\]

The second term is a divergence,

\[
w_{xx}w_{yy}-w_{xy}^2=\partial_x(w_xw_{yy})-\partial_y(w_xw_{xy}),
\]

so it becomes a rim integral, which vanishes because \(\nabla w=0\) at a clamped rim.

Deflection also stretches the middle plane. With in-plane displacement \(\mathbf u\), the area strain is \(\nabla\cdot\mathbf u+\tfrac12|\nabla w|^2\). The compressive prestress contributes \(-N\) times its integral. The \(\nabla\cdot\mathbf u\) part integrates to zero because \(\mathbf u=0\) at the rim. The remaining stretching energy is of fourth order in \(w\), since the in-plane forces that drive \(\mathbf u\) are quadratic in the slopes of \(w\). Hence

\[
U=\frac D2\int(\nabla^2w)^2dA-\frac N2\int|\nabla w|^2dA .
\]

Bending costs energy, while deflection releases compression. Now vary \(w\), with \(\delta w\) and its normal derivative zero at the rim. Integrating by parts twice in the first term and once in the second gives

\[
\delta U=\int(D\nabla^4w+N\nabla^2w)\,\delta w\,dA=0 .
\]

With \(\kappa^2=N/D\), the onset equation is

\[
\nabla^2(\nabla^2+\kappa^2)w=0 .
\]

## Part (b)

**Question.** Find the smallest buckling radius, allowing for modes that are not axisymmetric. Does the substrate, which prevents downward deflection, change it?

**Answer.** Define \(v=-\kappa^{-2}\nabla^2w\) and \(u=w-v\). The onset equation gives \((\nabla^2+\kappa^2)v=0\), and therefore

\[
\nabla^2u=\nabla^2w+\kappa^2v=\nabla^2w-\nabla^2w=0 .
\]

Every solution is thus a harmonic function plus a solution of the Helmholtz equation. For angular dependence \(\cos n\theta\) or \(\sin n\theta\), the radial part that is regular at the centre is

\[
f(r)=Ar^n+BJ_n(\kappa r),\qquad n=0,1,2,\ldots
\]

Write \(x=\kappa a\). The conditions \(f(a)=0\) and \(af'(a)=0\) are

\[
Aa^n+BJ_n(x)=0,\qquad nAa^n+BxJ_n'(x)=0 .
\]

The first gives \(Aa^n=-BJ_n(x)\). Insert this in the second and use \(xJ_n'=nJ_n-xJ_{n+1}\), which follows from the Bessel series term by term:

\[
B[xJ_n'(x)-nJ_n(x)]=-BxJ_{n+1}(x)=0 .
\]

If \(B=0\), then \(A=0\) and there is no deflection. Buckling therefore requires \(J_{n+1}(\kappa a)=0\) with \(\kappa a>0\).

To order the first zeros, use \((x^{m+1}J_{m+1})'=x^{m+1}J_m\), again from the series. The function \(x^{m+1}J_{m+1}\) vanishes at the origin and at the first positive zero of \(J_{m+1}\). By Rolle's theorem its derivative, and so \(J_m\), vanishes somewhere between. The first zero therefore rises with order. The lowest value belongs to \(n=0\) and is the first positive zero \(j=3.8317\) of \(J_1\).

This zero also decides stability. The ratio \(\int(\nabla^2w)^2dA/\int|\nabla w|^2dA\) attains a minimum among clamped deflections, because a bound on the bending energy makes the slopes a compact set in the mean-square sense. The minimizing \(w\) obeys the onset equation with \(\kappa^2\) equal to the minimum, which is therefore \(j^2/a^2\). For \(N<Dj^2/a^2\) every small deflection raises the energy; for \(N>Dj^2/a^2\) the axisymmetric mode lowers it. Setting \(N=\sigma h\) at equality,

\[
a_c=j\sqrt{\frac{D}{\sigma h}}
=jh\sqrt{\frac{E}{12(1-\nu^2)\sigma}} .
\]

The critical mode is proportional to \(J_0(\kappa r)-J_0(j)\). Since \(J_0'=-J_1<0\) between \(0\) and \(j\), this function is positive everywhere inside the rim. The scale can lift without pressing on the substrate. Forbidding downward deflection removes some competing shapes but keeps the minimizing one, so the threshold is unchanged.

At fixed stress \(a_c\) is proportional to thickness; at fixed thickness it varies as \(\sigma^{-1/2}\). As \(\sigma\to0\) it diverges. At high stress \(a_c/h\) becomes small and thin-plate theory fails.

## Part (c)

**Question.** Evaluate the radius and judge whether the plate is thin.

**Answer.** The bending stiffness and membrane force are

\[
D=\frac{380\times2^3}{12(1-0.25^2)}=270.22\ \text{GPa µm}^3,
\qquad N=4\times2=8\ \text{GPa µm}.
\]

Hence

\[
\kappa=\sqrt{\frac{8}{270.22}}=0.17206\ \text{µm}^{-1},
\qquad a_c=\frac{3.8317}{0.17206}=22.3\ \text{µm}.
\]

This is \(2.23\times10^5\) Å, and the debond is about 45 µm across. The ratio \(a_c/h=11.1\) is large enough for plate theory as a first approximation; part (e) estimates what it omits.

The threshold was also tested without Bessel functions, by minimizing the energy over seven polynomials for each of \(n=0,1,2,3\). The resulting values of \(\kappa a\), namely 3.8317, 5.1356, 6.3802 and 7.5883, agree with the Bessel zeros to the digits shown. For a plate free to move both ways, the next mode, \(n=1\), thus needs a radius larger by the factor \(5.1356/3.8317=1.34\) at the same stress. It moves downward over half the disc, so the substrate prevents it from occurring by itself.

## Part (d)

**Question.** Express the radius through the elastic mismatch strain. What cooling would produce the given stress if the thermal expansion coefficients of alloy and scale differ by a rough \(7\times10^{-6}\) K\(^{-1}\)?

**Answer.** Let \(\varepsilon\) be the magnitude of the in-plane elastic strain. For equal in-plane stresses Hooke's law gives

\[
\varepsilon=\frac{(1-\nu)\sigma}{E}
=\frac{0.75\times4}{380}=0.00789 .
\]

Substitute \(\sigma=E\varepsilon/(1-\nu)\) in the result of part (b), and use \(1-\nu^2=(1-\nu)(1+\nu)\):

\[
a_c=jh\sqrt{\frac{1-\nu}{12(1-\nu^2)\varepsilon}}
=\frac{jh}{\sqrt{12(1+\nu)\varepsilon}} .
\]

The modulus cancels. A stiffer scale resists bending more, but the same mismatch strain also loads it more. A change of \(E\) with temperature therefore matters at fixed stress but not at fixed strain and Poisson ratio.

Suppose the scale is stress-free before cooling, the expansion difference is constant, the alloy is much thicker than the scale, and neither relaxes by creep or plastic flow. Then

\[
\Delta T=\frac{0.00789}{7\times10^{-6}\ \text{K}^{-1}}\approx1.1\times10^3\ \text{K}.
\]

As the strain grows on cooling, the critical radius shrinks as \(\varepsilon^{-1/2}\), quickly at first and then more slowly. At half the final strain it is larger by \(\sqrt2\). A debond that stays flat when hot can therefore buckle near the end of cooling.

The chosen values fit alumina grown on a high-temperature alloy near 1100 °C and cooled to room temperature, for which a thickness of a few micrometres and a compression of a few gigapascals are typical rough values. Growth stress, creep and alloy plasticity alter the strain in a real scale, so the temperature drop is a check of regime, not a prediction of stress.

## Part (e)

**Question.** Estimate how transverse shear and a compliant substrate change the radius. Take rough alloy values \(E_s=200\) GPa and \(\nu_s=0.30\), and a shear factor \(k_s=5/6\).

**Answer: transverse shear.** Let the in-plane displacement be \(z\phi(r)\), with \(\phi\) no longer tied to the slope \(s=w'\). Put \(G=E/[2(1+\nu)]=152\) GPa and \(S=k_sGh\). For the axisymmetric mode the energy divided by \(2\pi\) is

\[
\frac12\int_0^a\left[D\left(\phi'^2+\frac{\phi^2}{r^2}+\frac{2\nu\phi\phi'}r\right)+S(\phi+s)^2-Ns^2\right]r\,dr .
\]

The term in \(\nu\) integrates to zero, because \(2\phi\phi'=(\phi^2)'\) and \(\phi\) vanishes at the centre and at the clamped rim. The slope \(s\) may be varied freely, since \(w\) follows by integration inward from the rim. This gives

\[
S(\phi+s)=Ns,\qquad s=-\frac{S\phi}{S-N}.
\]

Varying \(\phi\) gives

\[
D\left(\phi''+\frac{\phi'}r-\frac{\phi}{r^2}\right)=S(\phi+s)=Ns
=-\frac{N}{1-N/S}\phi .
\]

This is Bessel's equation of order one, with \(\phi\propto J_1(kr)\) and \(k^2=N/[D(1-N/S)]\). The condition \(\phi(a)=0\) requires \(ka=j\), so

\[
a=a_c\sqrt{1-\frac{\sigma}{k_sG}}
=22.27\sqrt{1-\frac{4}{(5/6)\times152}}=21.9\ \text{µm}.
\]

The reduction is 1.6 percent of \(a_c\). Other corrections of relative order \(\varepsilon\), here 0.8 percent, have been omitted, so this fixes the size of the effect rather than its second digit.

**Answer: compliant substrate.** The rim can rotate because the bonded scale next to it bends into the alloy. Find first the response of a half-space \(y>0\) to a surface stress \(p\cos qx\). In plane strain, take the Airy function

\[
F=-\frac p{q^2}(1+qy)e^{-qy}\cos qx .
\]

It is biharmonic, being a harmonic function plus \(y\) times a harmonic function. Its stresses are

\[
\sigma_{yy}=F_{xx}=p(1+qy)e^{-qy}\cos qx,\qquad
\sigma_{xx}=F_{yy}=p(1-qy)e^{-qy}\cos qx,
\]

and the shear stress \(-F_{xy}\) is proportional to \(y\), so it vanishes at the surface. The normal strain is

\[
\varepsilon_{yy}=\frac{(1-\nu_s^2)\sigma_{yy}-\nu_s(1+\nu_s)\sigma_{xx}}{E_s}.
\]

Integrate over depth. Since \(\int_0^\infty(1+qy)e^{-qy}dy=2/q\) and \(\int_0^\infty(1-qy)e^{-qy}dy=0\), the surface deflection has magnitude \(2p/(\bar E_sq)\), where \(\bar E_s=E_s/(1-\nu_s^2)=219.8\) GPa.

A deflection of amplitude \(W\) thus meets a substrate stress \(\bar E_sqW/2\), while bending the scale needs \(Dq^4W\). If the membrane force is neglected, which changes the resulting length by only about 2 percent here, they balance at \(q^3=\bar E_s/(2D)\). With \(\bar E_f=E/(1-\nu^2)=405.3\) GPa and \(D=\bar E_fh^3/12\), the corresponding length is

\[
\ell=\frac1q=h\left(\frac{\bar E_f}{6\bar E_s}\right)^{1/3}
=2\left(\frac{405.3}{6\times219.8}\right)^{1/3}=1.35\ \text{µm}.
\]

A rim moment \(M\) bends the bonded scale with curvature of order \(M/D\) over this length, so the rotation is about \(\ell M/D\). The numerical factor is not determined by this scaling argument. The half-space solution has no shear stress at its surface, so it lets the scale slide freely and omits the shear traction that a bonded interface carries. Moreover, \(\ell\) is shorter than \(h\), so plate bending describes the bonded scale only roughly. The result is an order-of-magnitude estimate of the rim compliance. It also should not be carried to a very stiff substrate: the formula gives \(\ell\to0\) as \(E_s\to\infty\), but a scale bonded to a rigid base still deforms within its own thickness just beyond the rim, so a compliance length of a fraction of \(h\) remains and the ideal clamp is not recovered.

For an upward dome the clamped rim has positive radial curvature, and a yielding rim acquires a negative slope. The rim condition is therefore

\[
w'(a)+\ell\left[w''(a)+\frac{\nu w'(a)}a\right]=0 .
\]

Insert \(w=J_0(\kappa r)-J_0(x)\), again with \(x=\kappa a\). Then \(w'(a)=-\kappa J_1(x)\), \(w''(a)=-\kappa^2[J_0(x)-J_1(x)/x]\) and \(w'(a)/a=-\kappa^2J_1(x)/x\). Division by \(-\kappa\) gives

\[
J_1(x)+\kappa\ell\left[J_0(x)-(1-\nu)\frac{J_1(x)}x\right]=0 .
\]

For small \(\kappa\ell\), put \(x=j+\delta\). Because \(J_1(j)=0\) and \(J_1'(j)=J_0(j)\), the leading terms are \(J_0(j)(\delta+\kappa\ell)=0\). Thus \(\delta=-\kappa\ell\) and

\[
a\approx a_c-\ell .
\]

To leading order the compliant rim acts like a clamp displaced outward by \(\ell\). The full condition gives 20.9 µm, which is 6 percent below \(a_c\). Doubling \(\ell\), to allow for the unknown factor, gives 19.7 µm, or 12 percent below.

In the opposite limit \(\ell\to\infty\) the rim is a free hinge, and \(xJ_0(x)-(1-\nu)J_1(x)=0\). Its first positive root, \(x=2.017\), gives \(a=11.7\) µm. The estimated compliance is far from this limit.

**Use of the result.** The ideal clamped-plate answer is 22.3 µm. Both corrections lower it, and rim rotation is the larger, so 22.3 µm should not be used as a safe debond size; for these inputs a radius near 20 µm is already suspect. Initial waviness also matters. A debonded scale that bulges outward from the start deflects gradually instead of at a sharp threshold, whereas one lying in a trough that curves upward everywhere is pressed onto the alloy by its own compression and can stay down beyond the threshold. Buckling also does not by itself imply spalling: whether the debond then spreads depends on the energy released at its edge and on the toughness of the interface, neither of which enters this calculation. The numerical output lists the main values used here.

## Calculated quantities

```
Scale thickness: 2.0 um
Compressive stress: 4.0 GPa
Young modulus of scale: 380 GPa
Poisson ratio of scale: 0.25 (no unit)
Bending stiffness: 270.22 GPa um^3
Membrane force: 8.0 GPa um
Wavenumber kappa: 0.17206 1/um
Critical kappa*a, angular order 0: Bessel 3.83171, energy 3.83171 (no unit)
Critical kappa*a, angular order 1: Bessel 5.13562, energy 5.13562 (no unit)
Critical kappa*a, angular order 2: Bessel 6.38016, energy 6.38016 (no unit)
Critical kappa*a, angular order 3: Bessel 7.58834, energy 7.58834 (no unit)
Shift of energy root, 4 versus 7 functions: 1.8e-08 (no unit)
CRITICAL RADIUS: 22.27 um
Critical radius, converted: 2.227e+05 angstrom
Critical diameter: 44.54 um
Critical radius from energy minimization: 22.27 um
Radius / thickness: 11.13 (no unit)
Elastic mismatch strain: 0.789 percent
Critical radius from strain formula: 22.27 um
Rough expansion mismatch: 7.0e-06 1/K
Cooling that gives this strain: 1128 K
Shear modulus of scale: 152.0 GPa
Radius with transverse shear: 21.91 um
Change by transverse shear: -1.6 percent
Rough substrate modulus: 200 GPa
Rough substrate Poisson ratio: 0.30 (no unit)
Plane-strain modulus, scale: 405.3 GPa
Plane-strain modulus, substrate: 219.8 GPa
Rim rotation length l (estimate): 1.35 um
Radius with rim length 1 l: 20.92 um
Change with rim length 1 l: -6.1 percent
Radius with rim length 2 l: 19.65 um
Change with rim length 2 l: -11.7 percent
Critical kappa*a, hinged rim: 2.0172 (no unit)
Radius for hinged rim (limit): 11.72 um
```
